\section*{Extracting hydrostatic and shear deformation potentials from strained-cell calculations, part 2}

The problem is to extract first-order deformation potentials from strained-cell band calculations and decide which can be compared between codes. The crystal is spinless diamond (lattice constant $a$, cell volume $\Omega$), in Hartree atomic units, electron energies upward.

The deformation is $F=1+\delta A$, with $e=(A+A^T)/2$, tensor strain $\varepsilon=\delta e$ and engineering shear $\gamma_{ij}=2\varepsilon_{ij}$ ($i\neq j$). Rates $dE/d\delta$ at $\delta=0$ come from central differences of sorted levels; a branch $E_0+\lambda\delta+\mu\delta^2+\nu\delta^3+\dots$ returns $\lambda+\nu\delta^2$. The correct wave vector is $F^{-T}\mathbf k$. With $\mathbf v=\nabla_{\mathbf k}E$, fixed $\mathbf k$ and $F^{-1}\mathbf k$ give rate errors
\begin{equation}
\Delta_{\rm fixed}=\mathbf v\cdot A^T\mathbf k,\qquad
\Delta_{\rm inv}=-\mathbf v\cdot(A-A^T)\mathbf k .
\label{maps}
\end{equation}

Atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$, gain a relative internal shift $\delta\mathbf w$, $\mathbf w=-\zeta\frac a2(e_{yz},e_{zx},e_{xy})$. Clamped means $\zeta=0$; the Keating energy (bond weight $\alpha$, bond-pair weight $\beta$) gives $\zeta=(\alpha-\beta)/(\alpha+\beta)$.

The valence triplet $\Gamma_{25'}$ (states $X,Y,Z$) has
\begin{equation}
H_{XX}=a_v\,{\rm tr}\,\varepsilon+2b\,\varepsilon_{xx}-b(\varepsilon_{yy}+\varepsilon_{zz}),\qquad H_{XY}=\sqrt3\,d\,\varepsilon_{xy},
\label{bp}
\end{equation}
with cyclic partners. Nondegenerate levels shift by $D_{ij}\varepsilon_{ij}$: $D=a_\Gamma1$ for $\Gamma_{2'}$, and for $\Delta$ and $L$ valleys along $\mathbf n$
\begin{equation}
\Delta E=\Xi_d\,{\rm tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n,\qquad a_c=\Xi_d+\Xi_u/3 .
\label{hv}
\end{equation}

Runs at $\pm\delta$: hydrostatic $e=1$ gives rates $3a_v,3a_c$. Tetragonal $e={\rm diag}(-\tfrac12,-\tfrac12,1)$ gives singlet minus doublet $9b/2$, $z$ minus $x$ valley $3\Xi_u^\Delta/2$. Trigonal $e$ (ones off the diagonal) gives $3\sqrt3d$ and, for $[111]$ minus $[11\bar1]$, $8\Xi_u^L/3$.

For rigid pseudo-atoms with potential transform $v(q)$, $\mathbf p=\mathbf k+\mathbf G$, $\mathbf g=\mathbf G-\mathbf G'$,
\begin{equation}
H_{\mathbf G\mathbf G'}=\tfrac12\mathbf p^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf g},\qquad V_{\mathbf g}=\frac{v(g)S(\mathbf g)}{\Omega},\qquad S=2\cos(\mathbf g\cdot\boldsymbol\tau).
\end{equation}
Rates are eigenvalues, projected on the unstrained level, of
\begin{equation}
\mathcal D[e]_{\mathbf G\mathbf G'}=-\mathbf p\cdot e\mathbf p\,\delta_{\mathbf G\mathbf G'}-{\rm tr}\,e\;V_{\mathbf g}
-\frac{\mathbf g\cdot e\mathbf g}{g}\frac{v'(g)S}{\Omega}-\frac{v(g)}{\Omega}\sin(\mathbf g\cdot\boldsymbol\tau)\,\mathbf g\cdot\mathbf w .
\label{D}
\end{equation}
Here $\mathbf v=\langle\mathbf p\rangle$, and $d$ and $\Xi_u^L$ are linear in $\zeta$.

\section{Gap potentials and absolute potentials}

The $\mathbf g=0$ part of the potential is $V_0=2v(0)/\Omega$ times the unit matrix. In (\ref{D}) it contributes $-V_0\,{\rm tr}\,e$ to every level, that is $dV_0/d\ln\Omega=-V_0$. It cancels in every difference of levels, so $b$, $d$, $\Xi_u$ and the gap potentials $a_c-a_v$ are free of it. The constants $a_v$, $a_c$ and $\Xi_d$ each contain $-V_0$, and a code that sets the mean potential to zero in every cell reports $a+V_0$ instead of $a$.

A bulk run samples $v$ near the nonzero reciprocal vectors and gives no independent information on $v(0)$. To see this, add $W\exp(-q^2/q_0^2)$ to $v$ with $q_0$ well below the shortest vector $G_{\min}$. All $V_{\mathbf g\ne0}$ change by exponentially small amounts, $V_0$ changes by $2W/\Omega$, and every $a$ moves by $-2W/\Omega$.

The absolute value still has a physical meaning, as the coupling to a long acoustic wave. Displace the atom at $\mathbf R$ by $\mathbf u\,e^{i\mathbf q\cdot\mathbf R}$. The potential changes by $-\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\mathbf u\cdot\nabla v(\mathbf r-\mathbf R)$. Its Fourier coefficient at $\mathbf K$ carries $-i\mathbf K\cdot\mathbf u\,v(K)$ and the sum of $e^{i(\mathbf q-\mathbf K)\cdot\mathbf R}$, which selects $\mathbf K=\mathbf q+\mathbf g$ and leaves $S(\mathbf g)$. Between the real eigenvectors $c^\pm$ at $\mathbf k\pm\mathbf q/2$ of a nondegenerate band, with signs chosen so that $c^+\cdot c^->0$, the matrix element is $M=im$,
\begin{equation}
m=-\sum_{\mathbf G\mathbf G'}c^+_{\mathbf G}c^-_{\mathbf G'}\,(\mathbf q+\mathbf g)\cdot\mathbf u\;v(|\mathbf q+\mathbf g|)\,S(\mathbf g)/\Omega .
\end{equation}
Expand in $\mathbf q$, assuming $v$ smooth at the origin:
\begin{equation}
(\mathbf q+\mathbf g)\cdot\mathbf u\,v(|\mathbf q+\mathbf g|)=\mathbf g\cdot\mathbf u\,v+\mathbf q\cdot\mathbf u\,v+\frac{(\mathbf g\cdot\mathbf u)(\mathbf g\cdot\mathbf q)}{g}v'+O(q^2).
\end{equation}
With $e=(\mathbf u\mathbf q^T+\mathbf q\mathbf u^T)/2$ one has ${\rm tr}\,e=\mathbf q\cdot\mathbf u$ and $\mathbf g\cdot e\mathbf g=(\mathbf g\cdot\mathbf u)(\mathbf g\cdot\mathbf q)$. The second and third terms thus reproduce the second and third terms of (\ref{D}), and the $\mathbf g=0$ element supplies $-V_0\,{\rm tr}\,e$. For the first term let $P$ be the diagonal matrix $\mathbf u\cdot\mathbf p$, so that $\mathbf g\cdot\mathbf u\,V_{\mathbf g}=[P,V]_{\mathbf G\mathbf G'}$. Using $Vc^\pm=(E^\pm-T^\pm)c^\pm$ with diagonal $T^\pm=\tfrac12|\mathbf p\pm\mathbf q/2|^2$, which commute with $P$,
\begin{align}
c^+[P,V]c^-&=c^+P(E^--T^-)c^--c^+(E^+-T^+)Pc^-\nonumber\\
&=c^+P(T^+-T^-)c^--(E^+-E^-)\,c^+Pc^- .
\end{align}
Now $T^+-T^-=\mathbf q\cdot\mathbf p$, $E^+-E^-\to\mathbf q\cdot\mathbf v$ and $c^+Pc^-\to\mathbf u\cdot\mathbf v$. With the overall minus sign of $m$,
\begin{equation}
m=\langle\mathcal D[e]\rangle_{\zeta=0}+(\mathbf q\cdot\mathbf v)(\mathbf u\cdot\mathbf v)+O(q^3).
\end{equation}
No $q^2$ term appears, because sending $\mathbf q\to-\mathbf q$ and exchanging $\mathbf G$ with $\mathbf G'$ gives $m(-\mathbf q)=-m(\mathbf q)$. The algebra holds in a truncated basis as well, since only the finite matrices were used. The local displacement gradient of the wave is $iq_ju_i$, so at an extremum, for $\mathbf q$ and $\mathbf u$ along $z$ (diagonal $e$, no internal shift), $M/(iqu)$ tends to $D_{zz}$ with $-V_0$ included.

This identification rests on a finite, direction-independent $v(q\to0)$. If $v$ is the electron energy in the field of a charge $\rho$, then $v=-4\pi\rho(\mathbf q)/q^2$. For a neutral unit without dipole, $\rho(\mathbf q)\to-\tfrac12q_iq_jQ_{ij}$ with $Q_{ij}=\int r_ir_j\rho\,d^3r$, so $v\to2\pi\,\hat{\mathbf q}\cdot Q\hat{\mathbf q}$. This is a constant for isotropic $Q$ and depends on direction otherwise, and for a charged unit the limit diverges. A rigid unit on a tetrahedral site has isotropic $Q$; in a real crystal the charge deforms as the atoms move, which the rigid model leaves out, and a dependence on direction can enter that way. In a self-consistent periodic run the Coulomb term at $\mathbf g=0$ is fixed by convention, so an absolute potential needs a separate calculation of an inhomogeneous strain, such as a long-wave displacement or a cell that holds strained and unstrained regions, with its direction stated.

\section{Worked example}

The model is a diamond crystal with $a=10$ bohr, $\Omega=250$ bohr$^3$, $2\pi/a=0.62832$ bohr$^{-1}$ and
\begin{equation}
v(q)=-\frac{4\pi Z\cos(qr_c)}{q^2+\kappa^2}\,e^{-(q/q_c)^4},
\end{equation}
with $Z=4$, $r_c=1$ bohr, $\kappa^2=0.5$ bohr$^{-2}$, $q_c=3$ bohr$^{-1}$. The ratio $\beta/\alpha=1/3$ gives $\zeta=0.5$, and direct minimization of the Keating energy gives $0.5000$. The cutoff is 6 Ha (168 to 178 plane waves) and $\delta=10^{-4}$. The $\Delta$ minimum lies at $0.84472\,(2\pi/a)$, and $\Gamma_{2'}$, $\Delta$, $L$ lie $0.0959$, $0.0140$, $0.0416$ Ha above $\Gamma_{25'}$. Five decimals are kept below to show consistency within the fixed basis. Raising the cutoff to 8 Ha changes $a_v$ and the seven reference-free constants by at most $0.0025$ Ha ($0.07$ eV). They settle near 12 Ha, where $a_v$ has moved by $0.0033$ Ha ($0.09$ eV), the reference-free constants by up to $0.002$ Ha, and the clamped value of $d$ quoted below from $0.0210$ to $0.0196$ Ha. The last digit of the values in eV is therefore uncertain by about one unit, and no sign changes.

At $\mathbf k=(0.1,0.25,0.7)(2\pi/a)$ the lowest conduction band has $\mathbf v=(-0.21667,0.47811,-0.16734)$. For $A_{xz}=1$, $A\mathbf k=(k_z,0,0)$ and $A^T\mathbf k=(0,0,k_x)$, and (\ref{maps}) gives, in Ha,
\begin{align}
\Delta_{\rm fixed}&=-0.16734\cdot0.1\cdot0.62832=-0.0105,\\
\Delta_{\rm inv}&=0.21667\cdot0.7\cdot0.62832-0.0105=0.0848,
\end{align}
and $-0.16734\cdot1.1\cdot0.62832=-0.1157$ for the label $\mathbf k+\mathbf G=(1.1,-0.75,1.7)(2\pi/a)$. The correct rate is $-0.0294$ Ha, and diagonalization with the three wrong maps returns $-0.0399$, $+0.0554$ and $-0.1450$ Ha. The missing transpose reverses the sign at this point. The program asserts these errors to $2\times10^{-5}$ Ha, and to the same tolerance that a fixed Cartesian $\mathbf k$ does no harm at the $\Delta$ minimum and at $L$, where $\mathbf v=0$ because $-\mathbf k_L$ differs from $\mathbf k_L$ by a reciprocal vector and time reversal gives $\mathbf v(-\mathbf k)=-\mathbf v(\mathbf k)$.

The shear constants follow from the rates, in Ha:
\begin{align}
b&=(-0.34475-0.17237)/4.5=-0.11492,\\
d&=(-0.50487-0.25244)/(3\sqrt3)=-0.14574,\\
\Xi_u^\Delta&=(0.32631+0.16316)/1.5=0.32631,\\
\Xi_u^L&=\tfrac38(1.01044+0.33681)=0.50522 .
\end{align}
These are $-3.1$, $-4.0$, $8.9$ and $13.7$ eV. The hydrostatic rates $1.33036$, $0.24775$, $1.56513$, $1.01559$ Ha, divided by three, give $a_v=0.44345$, $a_\Gamma=0.08258$, $a_\Delta=0.52171$, $a_L=0.33853$ Ha. The gap potentials are $0.08258-0.44345=-0.361$ Ha ($-9.8$ eV) at $\Gamma$, $+0.078$ Ha ($2.1$ eV) at $\Delta$ and $-0.105$ Ha ($-2.9$ eV) at $L$. Under compression the direct and $L$ gaps open and the $\Delta$ gap closes.

The internal displacement decides the sign of $d$ in this model. The runs give $d=+0.02098$ Ha at $\zeta=0$ and $-0.31247$ Ha at $\zeta=1$, whose mean, $-0.1457$ Ha, is the value at $\zeta=0.5$, as linearity requires. A clamped trigonal run would send the singlet the wrong way. $\Xi_u^L$ moves from $0.451$ to $0.559$ Ha over the same range. Simple shear splits the triplet at rates $0,\pm0.12622$ Ha per unit $\gamma$, matching $\sqrt3\cdot0.14574/2$, and reading $d$ per $\gamma$ gives $-0.0729$ Ha.

The constants are tested on a strain used in no extraction run, $(e_{xx},e_{yy},e_{zz},e_{yz},e_{zx},e_{xy})=(1,-0.4,0.3,0.2,-0.5,0.7)$, with trace $0.9$. With $\Xi_d^\Delta=0.41294$ Ha the $x$ valley has $0.41294\cdot0.9+0.32631=0.69796$ Ha. For $[111]$, $\mathbf n\cdot e\mathbf n=0.3+\tfrac23(0.2-0.5+0.7)=0.56667$, and with $\Xi_d^L=0.17012$ Ha the rate is $0.15311+0.28629=0.43940$ Ha. Both equal the diagonalization values. The triplet rates $0.0661$, $0.4082$, $0.7230$ Ha are reproduced by (\ref{bp}), whereas $\gamma$ in place of $\varepsilon$ gives $-0.0977$, $0.3792$, $0.9158$ Ha. Agreement of diagonalization with the extracted constants and with the operator (\ref{D}) is asserted to $2\times10^{-5}$ Ha for the triplet and all seven valley directions.

The mean potential is $V_0=-2\cdot4\pi\cdot4/(0.5\cdot250)=-0.80425$ Ha. The added term has $W=60$ Ha bohr$^3$ and $q_0=0.25$ bohr$^{-1}$, so $2W/\Omega=0.48$ Ha, while at $G_{\min}=1.0883$ bohr$^{-1}$ it is suppressed by $\exp[-(1.0883/0.25)^2]\approx6\times10^{-9}$. The valence potential is $0.44345-0.80425=-0.361$ Ha ($-9.8$ eV) with the mean set to zero, $+0.443$ Ha ($12.1$ eV) for $W=0$, and $0.44345-0.48=-0.037$ Ha ($-1.0$ eV) for $W=60$. The seven reference-free constants are asserted equal across the three cases to $10^{-5}$ Ha. The phonon matrix elements at $q=5\times10^{-4}$ bohr$^{-1}$ for $\Gamma_{2'}$, $\Delta_z$, $\Delta_x$, $L$ are $0.0826$, $0.7393$, $0.4129$, $0.3385$ Ha for $W=0$. By (\ref{hv}) these should be $a_\Gamma$, $\Xi_d^\Delta+\Xi_u^\Delta=0.41294+0.32631$, $\Xi_d^\Delta$ and $a_L$, and they agree within the asserted $10^{-4}$ Ha. For $W=60$ all four are lower by $0.48$ Ha. Two crystals with the same bulk splittings thus couple differently to long longitudinal waves.

\section{Cost, step size and failure modes}

The scheme needs six strained cells and three wave vectors in each, eighteen diagonalizations at $O(N^3)$ for $N$ dense plane waves, plus the search for the $\Delta$ minimum. In a self-consistent code each cell needs its own density, and the two trigonal cells need a relaxation of the internal coordinate.

If each eigenvalue carries an uncertainty $\eta$, the error of a rate is bounded by $|\nu|\delta^2+\eta/\delta$ at leading order, and this bound is smallest at $\delta=(\eta/2|\nu|)^{1/3}$. For the tetragonal singlet the error relative to (\ref{D}) is $-5.43\times10^{-5}$ Ha at $\delta=0.01$ and $-1.36\times10^{-5}$ Ha at $0.005$, a ratio of $4.000$, so $|\nu|\approx0.54$ Ha. Eigenvalues converged to $\eta=10^{-6}$ Ha would call for $\delta\approx0.01$ for this level. The coefficient varies strongly between runs: the trigonal singlet has $|\nu|\approx25$ Ha, so its best step is near $0.003$ and $\delta=0.01$ would cost it about $2.5\times10^{-3}$ Ha. The step should be tested on each run.

A basis chosen by a fixed cutoff in each strained cell can gain or lose plane waves between $+\delta$ and $-\delta$. A resulting jump $\eta$ in a level enters the rate as $\eta/2\delta$, which grows as the step shrinks for as long as the crossing of the cutoff stays between $-\delta$ and $+\delta$; holding the index set fixed removes the jump, though not the smooth error of the finite basis, which still has to be converged with the cutoff. The index sets of equivalent valleys must also be images of one another under the symmetry operations, since (\ref{hv}) was derived from that symmetry.

The expansion in $\delta$ requires the strain coupling to any other band to be small against the distance to that band, since the second-order term contains the squared coupling over that distance, next to the expectation value of the second-order change of the Hamiltonian itself. When it is not, $\mu$ and $\nu$ are large and sorted lists can exchange states, and levels have to be followed by eigenvector overlap. With spin--orbit coupling the triplet is already split at zero strain, so the singlet and doublet rates derived from (\ref{bp}) no longer apply and the extraction formulas for $b$ and $d$ must be rederived in the coupled basis.

\section*{Numbers as computed}
\begin{verbatim}
a=10 bohr, Omega=250 bohr^3, 2pi/a=0.62832 1/bohr, Z=4, rc=1 bohr
kappa^2=0.5 1/bohr^2, qc=3 1/bohr, ecut=6 Ha, delta=0.0001
W=60 Ha bohr^3, q0=0.25 1/bohr, |Gmin|=1.0883 1/bohr
2v/Omega at G^2=3,8,11 (2pi/a)^2 [Ha]: -0.10888 0.01991 0.03230
beta/alpha=0.3333, zeta formula=0.5000, zeta minimized=0.5000
generic k [2pi/a]: 0.10000 0.25000 0.70000  k+G: 1.10000 -0.75000 1.70000
velocity [a.u.]: -0.21667 0.47811 -0.16734
dE/dgamma_xz [Ha] with F^-T k, F^-1 k, fixed k, fixed k+G: -0.02936 0.05542 -0.03987 -0.14501
predicted errors of the three wrong maps [Ha]: 0.08478 -0.01051 -0.11565
plane waves at Gamma, Delta, L: 169 178 168
Delta minimum at 0.84472 (2pi/a)
G2', Delta, L above G25' [Ha]: 0.09592 0.01395 0.04160  [eV]: 2.61012 0.37957 1.13188
hydrostatic rates G25', G2', Delta, L [Ha]: 1.33036 0.24775 1.56513 1.01559
tetragonal singlet, doublet; z, x valley [Ha]: -0.34475 0.17237 0.32631 -0.16316
trigonal singlet, doublet; 111, 11-1 valley [Ha]: -0.50487 0.25244 1.01044 -0.33681
b = -0.11492 Ha = -3.127 eV
d = -0.14574 Ha = -3.966 eV
XD = 0.32631 Ha = 8.879 eV
XL = 0.50522 Ha = 13.748 eV
gG = -0.36087 Ha = -9.820 eV
gD = 0.07826 Ha = 2.129 eV
gL = -0.10492 Ha = -2.855 eV
(XD, XL: Xi_u of Delta, L; gG, gD, gL: a_c - a_v)
zeta=0,1: d [Ha] 0.02098 -0.31247  XL [Ha] 0.45149 0.55895
generic strain xx yy zz yz zx xy: 1.00000 -0.40000 0.30000 0.20000 -0.50000 0.70000
triplet rates direct [Ha]: 0.06613 0.40817 0.72303
  from av,b,d [Ha]: 0.06613 0.40817 0.72303  with gamma: -0.09767 0.37924 0.91575
D valley rates direct [Ha]: 0.69796 0.24112 0.46954
  from Xd,Xu [Ha]: 0.69796 0.24112 0.46954
L valley rates direct [Ha]: 0.43940 0.64149 -0.16686 0.30468
  from Xd,Xu [Ha]: 0.43940 0.64149 -0.16686 0.30468
simple shear triplet dE/dgamma [Ha]: -0.12622 -0.00000 0.12622  d read per gamma: -0.07287
singlet rate error at delta=0.01, 0.005 [Ha]: -5.43e-05 -1.36e-05, ratio 4.000
V0=-0.80425 Ha, 2W/Omega=0.48000 Ha
V0=0 av aG aD aL [Ha]: -0.36080 -0.72166 -0.28254 -0.46572
   [eV]: -9.818 -19.637 -7.688 -12.673
   Xd of Delta, L [Ha]: -0.39131 -0.63413
W=0 av aG aD aL [Ha]: 0.44345 0.08258 0.52171 0.33853
   [eV]: 12.067 2.247 14.196 9.212
   Xd of Delta, L [Ha]: 0.41294 0.17012
W=60 av aG aD aL [Ha]: -0.03655 -0.39742 0.04171 -0.14147
   [eV]: -0.995 -10.814 1.135 -3.850
   Xd of Delta, L [Ha]: -0.06706 -0.30988
phonon q=5e-4 1/bohr along z; states G2', Delta_z, Delta_x, L
 W=0 phonon [Ha]: 0.08258 0.73925 0.41294 0.33853
   strained cell [Ha]: 0.08258 0.73925 0.41294 0.33853
 W=60 phonon [Ha]: -0.39741 0.25925 -0.06706 -0.14147
   strained cell [Ha]: -0.39742 0.25925 -0.06706 -0.14147
largest change of any constant, ecut 6 -> 8 Ha: 0.00249 Ha
\end{verbatim}
